\section*{Ehrenfest's relation for a stressed ferroelectric with a second-order transition}

\section{A slope found without changing the stress}

A model ferroelectric crystal loses its polarization at 900 K. When it is cooled through this temperature at zero stress, its heat capacity rises by $0.1875\ \mathrm{J\,cm^{-3}K^{-1}}$ and its thermal-expansion coefficient along the polar axis drops by $8.333\times10^{-6}\ \mathrm{K^{-1}}$. Multiplying the second number by 900 K and dividing by the first gives 0.040 K/MPa. A compression of 100 MPa along the polar axis does lower the transition temperature by 4.0 K. Two quantities measured at zero stress have predicted what stress does. Why do they contain this information, and what fixes the sign?

\section{The simplest case: one axis, one stress}

Let $P$ be the polarization, $\sigma$ the stress along the polar axis, positive in tension, and $x$ the strain along that axis. All other stress components are zero. The electrodes are shorted, so the field $E$ vanishes. Energies, entropies and heat capacities are per unit reference volume. In mean-field (Landau) theory the Gibbs energy is
\begin{equation}
g=g_{\rm p}(T,\sigma)+\tfrac12a_0(T-T_0)P^2+\tfrac14bP^4-Q\sigma P^2,
\label{g}
\end{equation}
where $g_{\rm p}$ belongs to the paraelectric state, $Q$ is the electrostriction coefficient, and $a_0>0$, $b>0$ and $Q$ are constants. The factor $\tfrac12$ in front of $a_0$ is a convention, and the factor 2 in the result depends on it. The differential
\begin{equation}
dg=-s\,dT-x\,d\sigma
\label{dg}
\end{equation}
defines the entropy $s$ and the strain. The last term of (\ref{g}) thus contributes $-\partial(-Q\sigma P^2)/\partial\sigma=+QP^2$ to the strain: for $Q>0$ the polarized crystal is longer.

Collect the terms in $P^2$:
\begin{equation}
g-g_{\rm p}=\tfrac12AP^2+\tfrac14bP^4,\qquad A=a_0(T-T_0)-2Q\sigma .
\label{A}
\end{equation}
The condition for a minimum is $P(A+bP^2)=0$. For $A>0$ its one real solution is $P=0$. For $A<0$ the minimum lies at
\begin{equation}
P^2=-\frac Ab,\qquad
g-g_{\rm p}=-\frac{A^2}{2b}+\frac{A^2}{4b}=-\frac{A^2}{4b}.
\label{min}
\end{equation}
The transition is at $A=0$, so
\begin{equation}
T_c(\sigma)=T_0+\frac{2Q\sigma}{a_0},\qquad \frac{dT_c}{d\sigma}=\frac{2Q}{a_0}.
\label{slope}
\end{equation}
Tension favours the longer, polarized state and keeps it stable to a higher temperature. For $Q=0$ the line is flat, as it must be when polarization and strain are uncoupled.

\section{The jumps at the transition}

Differentiating (\ref{min}) once, with $\partial A/\partial T=a_0$ and $\partial A/\partial\sigma=-2Q$, gives the excess entropy and strain of the polarized state:
\begin{align}
s-s_{\rm p}&=\frac{A}{2b}\,a_0=-\tfrac12a_0P^2,\\
x-x_{\rm p}&=\frac{A}{2b}(-2Q)=QP^2 .
\label{first}
\end{align}
Both vanish at $T_c$, so the transition is of second order. The second derivatives do not vanish there. Define
\begin{equation}
C=T\left(\frac{\partial s}{\partial T}\right)_{\sigma},\quad
\alpha=\left(\frac{\partial x}{\partial T}\right)_{\sigma},\quad
S=\left(\frac{\partial x}{\partial\sigma}\right)_{T},
\end{equation}
the heat capacity at constant stress, the expansion coefficient and the elastic compliance, all at $E=0$. Let $\Delta$ mean ferroelectric minus paraelectric value at $T_c$. Then
\begin{align}
\Delta C&=T_c\frac{a_0^2}{2b},\label{dC}\\
\Delta\alpha&=\frac{a_0(-2Q)}{2b}=-\frac{Qa_0}{b},\label{da}\\
\Delta S&=\frac{(-2Q)^2}{2b}=\frac{2Q^2}{b}.\label{dS}
\end{align}
The heat capacity is larger on the polarized side because heating must also remove order. The expansion coefficient is smaller there, for $Q>0$, because heating removes the spontaneous elongation.

\section{Ehrenfest's relation and its sign}

The relation between the jumps and the slope can be had without any model. Along the line of transitions the entropies of the two phases are equal. Take a step $(dT,d\sigma)$ along the line. Both entropies must change by the same amount:
\begin{equation}
\Delta\!\left(\frac{\partial s}{\partial T}\right)dT+\Delta\!\left(\frac{\partial s}{\partial\sigma}\right)d\sigma=0 .
\end{equation}
From (\ref{dg}), equality of the mixed second derivatives of $g$ gives $(\partial s/\partial\sigma)_T=(\partial x/\partial T)_\sigma=\alpha$. Therefore
\begin{equation}
\frac{\Delta C}{T_c}dT+\Delta\alpha\,d\sigma=0
\quad\Longrightarrow\quad
\frac{dT_c}{d\sigma}=-T_c\frac{\Delta\alpha}{\Delta C}.
\label{E1}
\end{equation}
Insert (\ref{dC}) and (\ref{da}):
\begin{equation}
-T_c\frac{\Delta\alpha}{\Delta C}
=T_c\,\frac{Qa_0}{b}\,\frac{2b}{T_ca_0^2}=\frac{2Q}{a_0}.
\label{verify}
\end{equation}
This agrees with (\ref{slope}). The coefficient $b$, which sets the size of the jumps, has cancelled. The minus sign is required when tension counts as positive.

The strain is continuous too. The same argument gives $\Delta\alpha\,dT+\Delta S\,d\sigma=0$, hence
\begin{equation}
\frac{dT_c}{d\sigma}=-\frac{\Delta S}{\Delta\alpha}
=\frac{2Q^2}{b}\,\frac{b}{Qa_0}=\frac{2Q}{a_0}.
\label{E2}
\end{equation}
Equating the two expressions for the slope gives $\Delta C\,\Delta S=T_c(\Delta\alpha)^2$, a condition on three measurable jumps that contains no Landau coefficient.

For hydrostatic pressure $p$ the signs change. The coupling becomes $+Q_hpP^2$, where $Q_hP^2$ is the spontaneous volume strain, and $dg=-s\,dT+v\,dp$ with $v$ the volume strain. Now $(\partial s/\partial p)_T=-(\partial v/\partial T)_p=-\alpha_V$, so
\begin{equation}
\frac{dT_c}{dp}=+T_c\frac{\Delta\alpha_V}{\Delta C}=-\frac{2Q_h}{a_0}.
\end{equation}
For a trial value $Q_h=0.010\ \mathrm{m^4C^{-2}}$ and the $a_0$ used below, this is $-0.020$ K/MPa.

\section{Numbers}

The parameters are round values in the rough regime of lithium tantalate: $T_0=900$ K, $a_0=1.0\times10^6\ \mathrm{J\,m\,C^{-2}K^{-1}}$, $b=2.4\times10^9\ \mathrm{J\,m^5C^{-4}}$ and $Q=0.020\ \mathrm{m^4C^{-2}}$. At zero stress,
\begin{align}
\Delta C&=\frac{900\times(1.0\times10^6)^2}{2\times2.4\times10^9}
=1.875\times10^5\ \mathrm{J\,m^{-3}K^{-1}},\\
\Delta\alpha&=-\frac{0.020\times1.0\times10^6}{2.4\times10^9}
=-8.333\times10^{-6}\ \mathrm{K^{-1}},\\
\Delta S&=\frac{2\times0.020^2}{2.4\times10^9}=3.333\times10^{-13}\ \mathrm{Pa^{-1}}.
\end{align}
The first Ehrenfest ratio is
\begin{equation}
\frac{900\times8.333\times10^{-6}}{1.875\times10^5}=4.0\times10^{-8}\ \mathrm{K/Pa}=0.040\ \mathrm{K/MPa},
\end{equation}
and the second is $3.333\times10^{-13}/8.333\times10^{-6}=4.0\times10^{-8}$ K/Pa. As a test, the slope was also found by locating the temperature at which the lowest-energy state loses its polarization, at slightly different stresses, while the jumps were taken from finite differences of the minimized energy. All three slopes are 0.04000 K/MPa.

At $\sigma=-100$ MPa the transition lies at 896 K. By (\ref{dC}) the heat-capacity jump falls in proportion to $T_c$, to $0.1867\ \mathrm{J\,cm^{-3}K^{-1}}$, and the ratio keeps its value.

\section{General coefficients}

Real coefficients vary with temperature and stress. Let $A(T,\sigma)$ and $b(T,\sigma)>0$ be smooth functions, and add a term $\tfrac16c_6P^6$. Near the line $P^2=-A/b$ to leading order, so the new term is of order $A^3$, and
\begin{equation}
g-g_{\rm p}=-\frac{A^2}{4b}+O(A^3).
\end{equation}
Differentiate twice, with respect to any two of the variables $i,j=T,\sigma$, and then set $A=0$. Each term that still contains a factor $A$ drops out, including those with derivatives of $b$. What remains is
\begin{equation}
\left.\partial_i\partial_j(g-g_{\rm p})\right|_{A=0}=-\frac{A_iA_j}{2b},
\end{equation}
where subscripts on $A$ denote derivatives. Hence
\begin{equation}
\Delta C=\frac{T_cA_T^2}{2b},\quad
\Delta\alpha=\frac{A_TA_\sigma}{2b},\quad
\Delta S=\frac{A_\sigma^2}{2b},
\end{equation}
and both Ehrenfest ratios equal $-A_\sigma/A_T$. This is the slope of the curve $A(T,\sigma)=0$, because $A_TdT+A_\sigma d\sigma=0$ along it. The value $2Q/a_0$ is the special case of constant coefficients.

A case where the two differ tests this. Let $Q$ rise by 0.1\% per kelvin and by a factor $1+10\,S_{\rm p}\sigma$, where $S_{\rm p}=4.0\ \mathrm{TPa^{-1}}$ is the paraelectric compliance, and let $c_6=1.0\times10^9\ \mathrm{J\,m^9C^{-6}}$. These are trial sizes, not measured ones. At $-100$ MPa the transition search and the Ehrenfest ratio both give 0.03937 K/MPa, which is 1.6\% below $2Q/a_0$. Ehrenfest's relation holds, while the constant-coefficient formula has become an approximation. The stress dependence of $Q$ taken alone changes the shift from $-4.000$ to $-3.984$ K.

\section{Away from the transition, and the pyroelectric coefficient}

With constant coefficients the agreement extends beyond $T_c$. Add a field term $-EP$. The minimized excess energy is then a function $\phi(A,E)$, in which $T$ and $\sigma$ enter through $A$ alone. The excess heat capacity and expansion at fixed field are
\begin{equation}
C_{\rm ex}=-Ta_0^2\,\phi_{AA},\qquad
\alpha_{\rm ex}=2Qa_0\,\phi_{AA},
\end{equation}
so that
\begin{equation}
-T\,\frac{\alpha_{\rm ex}}{C_{\rm ex}}=\frac{2Q}{a_0}
\label{all}
\end{equation}
wherever $\phi_{AA}\neq0$.

The pyroelectric coefficient $\pi=(\partial P/\partial T)_{E,\sigma}$ shows why. At zero stress the excess entropy is $-\tfrac12a_0P^2$ and the excess strain is $QP^2$, with or without a field, because $P$ minimizes the energy and its own variation does not contribute to first derivatives. Differentiation gives
\begin{equation}
C_{\rm ex}=-Ta_0P\pi,\qquad \alpha_{\rm ex}=2QP\pi .
\end{equation}
Both anomalies are the pyroelectric response multiplied by $P$. At $E=0$, as $T_c$ is approached from below, $P\to0$ and $\pi\to-\infty$, but $P\pi=-a_0/2b$ stays finite. That finite product is the common origin of the two jumps. The same $\pi$ governs the electrocaloric effect: $(\partial s/\partial E)_T=\pi$ follows from adding $-P\,dE$ to (\ref{dg}), so a field that raises $P$ removes entropy.

\subsection*{A bias field rounds the steps}

Defects can leave an internal field $E$ in a crystal with shorted electrodes. At zero stress, with $t=T-T_0$, the equilibrium condition is
\begin{equation}
a_0tP+bP^3=E .
\label{eos}
\end{equation}
Differentiate with respect to $T$ and solve for $\pi$:
\begin{equation}
\pi=-\frac{a_0P}{a_0t+3bP^2}=-\frac{a_0P^2}{E+2bP^3},
\end{equation}
where the second form uses $a_0t=E/P-bP^2$. At $E=0$ below $T_0$ the magnitude of $dP^2/dT$ is $a_0/b$. The fraction of this full step reached in the field is therefore
\begin{equation}
r=\frac{-2P\pi}{a_0/b}=\frac{2y}{1+2y},\qquad y=\frac{bP^3}{E},
\end{equation}
and (\ref{eos}) written in terms of $y$ is
\begin{equation}
t=\frac{b^{1/3}E^{2/3}}{a_0}\;\frac{1-y}{y^{1/3}} .
\end{equation}
The value $r=0.9$ needs $y=4.5$, where the last factor is $-2.12$. The value $r=0.1$ needs $y=1/18$, where it is $2.48$. For $E=0.001$ MV/cm the prefactor is 2.88 K, so the step in $C_{\rm ex}/T$ spreads over 13 K. That is three times the shift produced by 100 MPa. The ratio (\ref{all}) survives: evaluated 5 K below $T_0$, at $T_0$ and 5 K above, it equals $2Q/a_0$ within the numerical accuracy of one part in $10^4$. A rounded transition can thus still yield the slope, provided both anomalies are read at the same temperature and in the same field, and the coefficients hardly vary over the rounded region.

\subsection*{A drifting coefficient spoils the extension}

Let $Q(T)=Q[1-q\tau]$ with $\tau=T_0-T$, at zero stress and field. The spontaneous strain below $T_0$ is $(Qa_0/b)(\tau-q\tau^2)$, so
\begin{equation}
\alpha_{\rm ex}=-\frac{Qa_0}{b}(1-2q\tau),
\end{equation}
while $C_{\rm ex}/T$ is unchanged because the coupling energy vanishes at $\sigma=0$. With $q=0.1\%$ per kelvin and $\tau=10$ K the ratio is 2\% too small. Half of this comes from the changed value of $Q$ and half from its slope. Both parts vanish as $\tau\to0$, in accord with the general result.

\section{Which heat capacity: free or clamped}

The derivation used the heat capacity at constant stress. To see what clamping the axial strain does, write $g_{\rm p}$ with a constant expansion coefficient $\alpha_{\rm p}$ and stiffness $c=1/S_{\rm p}$. The strain, measured from its value at $T_0$ without stress, is $x=\alpha_{\rm p}t+\sigma/c+QP^2$. The Helmholtz energy $f=g+\sigma x$ is then, apart from a function of $T$,
\begin{equation}
f=\tfrac12a_0tP^2+\tfrac14bP^4+\tfrac12c\,(x-\alpha_{\rm p}t-QP^2)^2 .
\end{equation}
At $x=0$ the square contributes $c\alpha_{\rm p}Q\,tP^2$ and $\tfrac12cQ^2P^4$, besides a term without $P$. So $a_0$ is replaced by $a_0+2cQ\alpha_{\rm p}$ and $b$ by $b+2cQ^2$:
\begin{equation}
\Delta C_x=\frac{T_0(a_0+2cQ\alpha_{\rm p})^2}{2(b+2cQ^2)} .
\end{equation}
With $S_{\rm p}=4.0\ \mathrm{TPa^{-1}}$ and $\alpha_{\rm p}=4.0\times10^{-6}\ \mathrm{K^{-1}}$, $a_0$ grows by 4.0\% and $b$ by 8.3\%. The squared factor $1.040^2=1.082$ nearly offsets the factor 1.083 in the denominator, and $\Delta C_x/\Delta C=0.998$. This is a coincidence of the chosen numbers: with $\alpha_{\rm p}=0$ and the rest unchanged the ratio is 0.923, and using the clamped jump in (\ref{E1}) would then overstate the slope by 8\%.

\section{Where the relation ends}

\subsection*{First-order transitions}

If $b<0$ at constant stress and $c_6>0$, the polarization jumps. With $w=P^2$, coexistence requires equal energies and a stationary energy:
\begin{align}
\tfrac12A+\tfrac14bw+\tfrac16c_6w^2&=0,\\
A+bw+c_6w^2&=0 .
\end{align}
Subtracting half the second equation from the first leaves $-\tfrac14bw-\tfrac13c_6w^2=0$, so $w=-3b/4c_6$ and $A=3b^2/16c_6$. For $b=-2.4\times10^8\ \mathrm{J\,m^5C^{-4}}$ and the trial $c_6$ above, $w=0.18\ \mathrm{C^2m^{-4}}$ and the transition lies 10.8 K above $T_0$. The entropy now jumps by $-\tfrac12a_0w=-0.090\ \mathrm{J\,cm^{-3}K^{-1}}$, and the premise of (\ref{E1}) is gone. Equality of $g$ along the line gives the Clausius--Clapeyron relation in its place:
\begin{equation}
\Delta s\,dT+\Delta x\,d\sigma=0,\qquad
\frac{dT_c}{d\sigma}=-\frac{\Delta x}{\Delta s}=\frac{Qw}{\tfrac12a_0w}=\frac{2Q}{a_0}.
\end{equation}
The slope is the same because constant coefficients fix the transition at a constant $A$. By (\ref{all}) the ratio of excess quantities also keeps this value here, but as a property of the model, no longer as a consequence of continuous entropy.

\subsection*{Fluctuations}

Mean-field theory ignores polarization waves. In the Gaussian approximation above $T_c$, a wave of wave vector $k$ at an angle with cosine $u$ to the polar axis has stiffness $A+\kappa k^2+Du^2$. Here $\kappa$ is the gradient coefficient, and $D=1/(\epsilon_0\epsilon_b)$ comes from the dipolar field of the wave, with $\epsilon_b$ the background permittivity. Each wave adds $\tfrac12k_BT\ln(\text{stiffness})$ to the energy. Keeping the most singular term, in which both temperature derivatives act on $A$,
\begin{equation}
C_{\rm fl}=\frac{k_BT^2a_0^2}{2}\int\!\frac{d^3k}{(2\pi)^3}\frac1{(A+\kappa k^2+Du^2)^2}.
\end{equation}
The integral over the magnitude of $k$ gives $1/(8\pi\kappa^{3/2}\sqrt{A+Du^2})$, and the average over $u$ from 0 to 1 then gives
\begin{equation}
C_{\rm fl}=\frac{k_BT^2a_0^2}{16\pi\kappa^{3/2}}\,
\frac{\operatorname{arsinh}\sqrt{D/A}}{\sqrt D}.
\end{equation}
For trial values $\kappa=1.0\times10^{-10}\ \mathrm{J\,m^3C^{-2}}$ and $\epsilon_b=10$, this is 6\% of $\Delta C$ at 1 K above $T_c$. With $D=0$ it would be 119\%. The dipolar field stiffens all waves except those running nearly perpendicular to the axis. Since the integral has no upper cutoff and its integrand is positive, these values are upper bounds on this term for the chosen $\kappa$. They do not measure the whole fluctuation effect. At 1 K below $T_c$, where $A$ in the stiffness is replaced by $A+3bP^2=-2A$, the same term is 22\% of $\Delta C$. This assumes that the axial strain follows each wave; if it cannot, the term is about one sixth larger. The term scales as $\kappa^{-3/2}$: for $\kappa=2.5\times10^{-11}\ \mathrm{J\,m^3C^{-2}}$ it is 48\% of $\Delta C$ above and 179\% below, and the mean-field step is then no longer the dominant feature 1 K from $T_c$. The less singular terms left out here depend on the cutoff and can be larger than the term kept. With $\kappa=1.0\times10^{-10}\ \mathrm{J\,m^3C^{-2}}$ and a cutoff of $8.2\times10^9\ \mathrm{m^{-1}}$ they amount to $-12\%$ of $\Delta C$ at 1 K above $T_c$ and $+23\%$ at 1 K below, while the term kept falls to 5\% and 17\%. As $A\to0$ the leading term grows logarithmically, so in this approximation there is no strict jump. The growth is slow: each tenfold approach to $T_c$ adds about 1\% of $\Delta C$ above the transition and 5\% below. This leading term still depends on $\sigma$ through $A$, and for constant $Q$, $\kappa$ and $D$ its contributions to $\alpha$ and $C$ stand in the ratio (\ref{all}). The less singular terms give half this ratio. Their effect near $T_c$ is that of adding $3b\langle\delta P^2\rangle$ to $A$, where $\langle\delta P^2\rangle$, the mean square fluctuation, is proportional to $T$. With the cutoff above this raises the effective $a_0$ by 18\%, $|\Delta\alpha|$ by 18\% and $\Delta C$ by 35\%, so to first order the Ehrenfest ratio follows the slope of the shifted transition line. It also lowers $T_c$ by roughly 160 K; the distances of 1 K quoted here are measured from the unshifted mean-field $T_c$. Coefficients fitted to measurements near the transition already contain these shifts.

\section{Beside the real crystal}

Lithium tantalate is a uniaxial pyroelectric detector material with a transition roughly near 900 K and a room-temperature polarization of roughly $50\ \mathrm{\mu C/cm^2}$. The chosen ratio $a_0/b$ gives 50.0 at 300 K; this agreement reflects the choice of parameters and is no test of the model. The same parameters give, at 300 K, a pyroelectric coefficient of $-417\ \mathrm{\mu C\,m^{-2}K^{-1}}$ and a susceptibility of 94, each about twice the value of the crystal, so the quartic model should not be used for room-temperature detector properties. Adding the trial sixth-order term lowers the value to 47.8: that far below $T_c$, a term that leaves the jumps unchanged can alter $P$ by several per cent. The electrostriction coefficient is a trial value, not a measured one, and the slope of 0.040 K/MPa inherits its uncertainty in full. At 300 K a compression of 100 MPa matters little: $P^2$ scales with $T_c-T$, which falls from 600 to 596 K, and $P$ drops to $49.8\ \mathrm{\mu C/cm^2}$. A real crystal may carry an internal field. In the model a field of 0.001 MV/cm spreads the steps over 13 K but leaves the ratio unmoved. The subtraction of the background is more delicate. An error of 1\% in a background of $3.0\ \mathrm{J\,cm^{-3}K^{-1}}$, if made on only one side of the transition, is 16\% of $\Delta C$ and shifts the inferred slope by a similar fraction. That background is a room-temperature size; near 900 K the crystal is close to the Dulong--Petit value of about $3.9\ \mathrm{J\,cm^{-3}K^{-1}}$, for which the error is 21\%. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (round, rough lithium tantalate regime)
T0 = 900 K
a0 = 1.00e+06 J m C^-2 K^-1
b = 2.40e+09 J m^5 C^-4
Q = 0.020 m^4 C^-2
paraelectric compliance = 4.0 TPa^-1
paraelectric expansion = 4.0 1e-6/K
background heat capacity = 3.00 J cm^-3 K^-1
applied stress = -100 MPa
RESULTS
Tc at zero stress = 900.000 K
jump of heat capacity = 0.1875 J cm^-3 K^-1
jump of expansion = -8.333 1e-6/K
jump of compliance = 0.3333 TPa^-1
2Q/a0 = 0.04000 K/MPa
slope from transition search = 0.04000 K/MPa
-Tc*jump(alpha)/jump(C) = 0.04000 K/MPa
-jump(compliance)/jump(alpha) = 0.04000 K/MPa
Tc under load = 896.000 K, shift = -4.000 K
jump of heat capacity, load = 0.1867 J cm^-3 K^-1
Ehrenfest ratio under load = 0.04000 K/MPa
P at 300 K, no stress = 50.00 uC/cm2
P at 300 K, under load = 49.83 uC/cm2
GENERAL MODEL UNDER LOAD (all trial corrections)
slope from search = 0.03937 K/MPa
Ehrenfest ratio = 0.03937 K/MPa
PRESSURE FORM AND FIRST-ORDER CASE
trial Qh = 0.010 m^4 C^-2
dTc/dp = -0.02000 K/MPa
first-order Tc (b = -2.4e+08) = 910.80 K
its entropy jump = -0.0902 J cm^-3 K^-1
NEGLECTED EFFECTS
bias field = 0.0010 MV/cm
10-90% width of rounded step = 13.25 K
gradient coefficient = 1.0e-10 J m^3 C^-2
background permittivity = 10 (relative)
fluctuation C/jump, dipolar, 1 K above = 6.0 %
same without dipolar force = 118.9 %
1% background error / jump of C = 16.0 %
clamped/free jump of C = 0.9984
same, zero para expansion = 0.9231
trial drift of Q = 0.10 %/K
ratio error 10 K below Tc = -2.00 %
trial change of Q per unit strain = 10
shift with nonlinear Q = -3.984 K
trial c6 = 1.0e+09 J m^9 C^-6
P at 300 K with c6 = 47.78 uC/cm2
\end{verbatim}
